# Plane-wave coefficients at symmetry-related k points

## The situation

A band calculation for a crystal samples the Brillouin zone on a mesh of wave vectors. Symmetry makes many of these points equivalent, so the Hamiltonian is diagonalized at one representative of each equivalent set. The energies at the other points are then known. Some quantities, however, involve the states there as well. The charge density sums over all of them (it can also be obtained by moving the densities of the representatives), and matrix elements between states at two different mesh points need the wave functions themselves.

The missing coefficients follow from the stored ones by relabelling, a phase and sometimes a complex conjugation. The task is to find which coefficient goes where, and with what phase.

## Conventions and assumptions

Hartree atomic units are used. The electron is described by a scalar wave function in a real, local, lattice-periodic potential:

$$H=-\tfrac12\nabla^2+V(\mathbf r),\qquad V(\mathbf r)=\sum_{\mathbf G}V(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.$$

This covers spinless electrons, and each spin channel of a collinear calculation without spin-orbit coupling. In the magnetic case only operations that leave the potential of that channel invariant may be used: magnetic order can break an operation of the atomic structure, or make it exchange the two channels. A Bloch state is written

$$\psi_{\mathbf k}(\mathbf r)=\frac{1}{\sqrt\Omega}\sum_{\mathbf G}c_{\mathbf k}(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad \sum_{\mathbf G}|c_{\mathbf k}(\mathbf G)|^2=1,$$

where $\Omega$ is the cell volume. The basis at $\mathbf k$ contains the $\mathbf G$ with $\tfrac12|\mathbf k+\mathbf G|^2\le E_{\rm cut}$.

A space-group operation moves points by $\mathbf r\to R\mathbf r+\mathbf t$, with $R$ orthogonal. The translation $\mathbf t$ may be a fraction of a lattice vector, as in a screw axis or glide plane. Invariance of the crystal means $V(R\mathbf r+\mathbf t)=V(\mathbf r)$.

## The spatial operation

Moving a function along with the points means that its new value at $\mathbf r$ is its old value at the point that was carried to $\mathbf r$:

$$(O\psi)(\mathbf r)=\psi\big(R^{-1}(\mathbf r-\mathbf t)\big).$$

Insert the expansion. Because $R$ is orthogonal, $\mathbf q\cdot R^{-1}\mathbf x=(R\mathbf q)\cdot\mathbf x$, so

$$(O\psi_{\mathbf k})(\mathbf r)=\frac1{\sqrt\Omega}\sum_{\mathbf G}c_{\mathbf k}(\mathbf G)\,e^{-iR(\mathbf k+\mathbf G)\cdot\mathbf t}\,e^{i(R\mathbf k+R\mathbf G)\cdot\mathbf r}.$$

$R$ maps the reciprocal lattice onto itself, so $R\mathbf G$ is again a reciprocal lattice vector. The function is therefore a Bloch state at $R\mathbf k$, and its coefficients can be read off:

$$c_{R\mathbf k}(R\mathbf G)=e^{-iR(\mathbf k+\mathbf G)\cdot\mathbf t}\,c_{\mathbf k}(\mathbf G).$$

The minus sign comes from $\mathbf r-\mathbf t$ in the definition of $O$. The phase contains the rotated wave vector, because the translation is applied after the rotation.

## The umklapp shift

The vector $R\mathbf k$ need not be one of the stored mesh points. Let $\mathbf k'$ be the stored point equivalent to it:

$$R\mathbf k=\mathbf k'+\mathbf G_0 .$$

Each plane wave in the rotated state has the wave vector

$$R\mathbf k+R\mathbf G=\mathbf k'+(\mathbf G_0+R\mathbf G).$$

Nothing has happened to the plane wave itself. It has a new label, $\mathbf G'=R\mathbf G+\mathbf G_0$, because wave vectors are now counted from $\mathbf k'$. The phase depends on the complete wave vector $\mathbf k'+\mathbf G'=R(\mathbf k+\mathbf G)$ and is not altered by the relabelling. Solving for the old label gives $\mathbf G=R^{-1}(\mathbf G'-\mathbf G_0)$, hence

$$c_{\mathbf k'}(\mathbf G')=e^{-i(\mathbf k'+\mathbf G')\cdot\mathbf t}\,c_{\mathbf k}\big(R^{-1}(\mathbf G'-\mathbf G_0)\big).$$

## Time reversal

For a scalar wave function time reversal is complex conjugation. Since $H$ is real, $H\psi=E\psi$ implies $H\psi^*=E\psi^*$. Conjugating the expansion changes $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ into $e^{i(-\mathbf k-\mathbf G)\cdot\mathbf r}$, so

$$c_{-\mathbf k}(\mathbf G)=c_{\mathbf k}(-\mathbf G)^* .$$

Now conjugate the spatially transformed state:

$$(O\psi_{\mathbf k})^*(\mathbf r)=\frac1{\sqrt\Omega}\sum_{\mathbf G}c_{\mathbf k}(\mathbf G)^*\,e^{+iR(\mathbf k+\mathbf G)\cdot\mathbf t}\,e^{-iR(\mathbf k+\mathbf G)\cdot\mathbf r}.$$

The final wave vector is $\mathbf k'+\mathbf G'=-R(\mathbf k+\mathbf G)$. Expressed through it, the phase $e^{+iR(\mathbf k+\mathbf G)\cdot\mathbf t}$ is again $e^{-i(\mathbf k'+\mathbf G')\cdot\mathbf t}$. Two sign changes have compensated: conjugation reverses the exponent, and the wave vector is reversed too.

Both cases fit one formula. Let $s=+1$ for the spatial operation alone and $s=-1$ when conjugation follows. Let $K_+$ leave a number unchanged and $K_-$ conjugate it. With

$$sR\mathbf k=\mathbf k'+\mathbf G_0,$$

the result is

$$\boxed{c_{\mathbf k'}(\mathbf G')=e^{-i(\mathbf k'+\mathbf G')\cdot\mathbf t}\;K_s\,c_{\mathbf k}\big(sR^{-1}(\mathbf G'-\mathbf G_0)\big)}$$

The umklapp vector must be computed from $sR\mathbf k$, with the sign included. It generally differs between the two cases.

## The mapped vector solves the truncated problem

The argument so far used functions in space. A calculation diagonalizes a finite matrix, so it remains to show that the formula respects the cutoff.

First, $|\mathbf k'+\mathbf G'|=|\mathbf k+\mathbf G|$, because $R$ preserves lengths. The basis sphere at $\mathbf k$ is therefore mapped one-to-one onto the sphere at $\mathbf k'$, and the kinetic energies agree term by term.

Next, consider the potential. In its Fourier integral over one cell, substitute $\mathbf r=R\mathbf x+\mathbf t$:

$$V(R\mathbf G)=\frac1\Omega\int V(R\mathbf x+\mathbf t)\,e^{-iR\mathbf G\cdot(R\mathbf x+\mathbf t)}d^3x=e^{-iR\mathbf G\cdot\mathbf t}\,V(\mathbf G).$$

Here $V(R\mathbf x+\mathbf t)=V(\mathbf x)$ and $R\mathbf G\cdot R\mathbf x=\mathbf G\cdot\mathbf x$ were used. Reality of $V(\mathbf r)$ gives $V(-\mathbf G)=V(\mathbf G)^*$. For two basis vectors, $\mathbf G'-\mathbf G_1'=sR(\mathbf G-\mathbf G_1)$, since $\mathbf G_0$ cancels. Both signs of $s$ then give

$$V(\mathbf G'-\mathbf G_1')=e^{-i(\mathbf G'-\mathbf G_1')\cdot\mathbf t}\,K_sV(\mathbf G-\mathbf G_1).$$

Apply the potential matrix at $\mathbf k'$ to the mapped vector. The phases containing $\mathbf G_1'$ cancel:

$$\sum_{\mathbf G_1'}V(\mathbf G'-\mathbf G_1')\,c_{\mathbf k'}(\mathbf G_1')=e^{-i(\mathbf k'+\mathbf G')\cdot\mathbf t}\,K_s\sum_{\mathbf G_1}V(\mathbf G-\mathbf G_1)\,c_{\mathbf k}(\mathbf G_1).$$

Adding the kinetic term turns the last sum into $E\,c_{\mathbf k}(\mathbf G)$, with $E$ real. The right side becomes $E\,c_{\mathbf k'}(\mathbf G')$. The mapped vector is thus an eigenvector of the truncated matrix at $\mathbf k'$ with the same energy and norm.

This conclusion depends on centring the cutoff sphere separately for each $\mathbf k$. If one fixed list of $\mathbf G$ vectors is used at all $\mathbf k$, the shift by $\mathbf G_0$ can carry coefficients out of the list, and the equivalence is recovered only as the list grows. At a low cutoff the error can be large: in the example below, the fixed list $\tfrac12|\mathbf G|^2\le5.0$ hartree gives lowest energies of $-1.695$, $-1.725$ and $-1.495$ hartree at the three equivalent points considered.

## Integer form

Write positions as $\mathbf r=\sum_i x_i\mathbf a_i$ and wave vectors as $\mathbf k+\mathbf G=\sum_i(\kappa_i+g_i)\mathbf b_i$, with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Then $(\mathbf k+\mathbf G)\cdot\mathbf r=2\pi(\kappa+g)\cdot x$.

Let the operation act as $x\to Wx+w$, with $W$ an integer matrix. A rotation applied to both a wave vector and a position leaves their scalar product unchanged, so the rotated components $\tilde\kappa$ obey $\tilde\kappa\cdot(Wx)=\kappa\cdot x$ for every $x$. This requires $W^T\tilde\kappa=\kappa$, or $\tilde\kappa=W^{-T}\kappa$. Therefore

$$sW^{-T}\kappa=\kappa'+g_0,\qquad g'=sW^{-T}g+g_0,\qquad g=sW^T(g'-g_0),$$

and the translation phase is $e^{-2\pi i(\kappa'+g')\cdot w}$. In oblique axes $W^{-T}$ and $W$ generally differ, although the Cartesian matrix $R$ is the same for positions and wave vectors.

The mesh has to be closed under the operations used. Otherwise there are mesh points $\kappa$ for which $\kappa'$ is not a stored point for any choice of $g_0$.

## A crystal with a screw axis

The example is a model with round parameters. The hexagonal cell has $a=6.0$ and $c=7.0$ bohr, with $120^\circ$ between $\mathbf a_1$ and $\mathbf a_2$. The operation is a threefold screw:

$$W=\begin{pmatrix}0&-1&0\\1&-1&0\\0&0&1\end{pmatrix},\quad W^{-T}=\begin{pmatrix}-1&-1&0\\1&0&0\\0&0&1\end{pmatrix},\quad w=(0.2,\,0.1,\,\tfrac13).$$

The in-plane part of $w$ is present because the screw axis does not pass through the origin. Starting from $(0.35,0.15,0)$, the screw generates atoms at $(0.05,0.30,\tfrac13)$ and $(-0.10,-0.15,\tfrac23)$. Each carries a Gaussian well, so that

$$V(\mathbf G)=v_0\,e^{-G^2\sigma^2/2}\sum_{j=1}^3e^{-i\mathbf G\cdot\boldsymbol\tau_j},$$

with atomic positions $\boldsymbol\tau_j$, $v_0=-0.20$ hartree and $\sigma=0.80$ bohr.

The hexagonal lattice has 24 point operations. Trying each with every translation that could carry atoms onto atoms leaves three operations of the crystal, and inversion is not among them. Time reversal therefore supplies the link between $\mathbf k$ and $-\mathbf k$.

Take $\kappa=(\tfrac14,\tfrac12,\tfrac13)$. With $E_{\rm cut}=5.0$ hartree the basis has 119 plane waves, and numerical diagonalization gives a lowest energy of $-1.7693$ hartree. This small basis is not converged: at $E_{\rm cut}=20$ hartree the energy is $-1.879$ hartree and the largest coefficient falls from $0.478$ to $0.451$. The energies, coefficients, overlaps and densities quoted below belong to the truncated problem at $5.0$ hartree, for which the mapping is exact.

**Spatial operation.** The rotated point is

$$W^{-T}\kappa=(-\tfrac34,\tfrac14,\tfrac13)=(\tfrac14,\tfrac14,\tfrac13)+(-1,0,0),$$

so $\kappa'=(\tfrac14,\tfrac14,\tfrac13)$ and $g_0=(-1,0,0)$. The largest coefficient sits at $g=(0,-1,0)$ and, with the free overall phase chosen to make it real and positive, equals $0.4777$. Its new label is

$$g'=W^{-T}g+g_0=(1,0,0)+(-1,0,0)=(0,0,0).$$

The phase angle is

$$-360^\circ\left(\tfrac14\cdot0.2+\tfrac14\cdot0.1+\tfrac13\cdot\tfrac13\right)=-67^\circ,$$

and the new coefficient is $0.4777\,e^{-i67^\circ}=0.187-0.440i$. The three next largest coefficients follow in the same way:

| $g$ | $c$ | $g'$ | angle | $c'$ |
|---|---|---|---|---|
| $(-1,0,0)$ | $0.324+0.019i$ | $(0,-1,0)$ | $-31^\circ$ | $0.287-0.151i$ |
| $(0,0,0)$ | $0.252-0.185i$ | $(-1,0,0)$ | $5^\circ$ | $0.2668-0.1625i$ |
| $(-1,-1,-1)$ | $-0.212+0.080i$ | $(1,-1,-1)$ | $17^\circ$ | $-0.226+0.015i$ |

**With time reversal.** Now

$$-W^{-T}\kappa=(\tfrac34,-\tfrac14,-\tfrac13)=(\tfrac34,\tfrac34,\tfrac23)+(0,-1,-1).$$

The largest coefficient moves to $g'=-(1,0,0)+(0,-1,-1)=(-1,-1,-1)$. The complete wave vector there is $\kappa'+g'=(-\tfrac14,-\tfrac14,-\tfrac13)$, opposite to that of the first case. The phase is $+67^\circ$ and the coefficient is $0.187+0.440i$, the conjugate of the previous one.

## What each ingredient is worth

Let $c^{\rm dir}$ be the lowest eigenvector found by diagonalizing directly at the target point. Its overlap with the mapped vector has modulus $1.0000$ in both cases. Leaving out one ingredient at a time shows how much depends on it.

Without the translation phase, each term of the overlap keeps an uncompensated factor, and the modulus becomes

$$\Big|\sum_{\mathbf G}|c_{\mathbf k}(\mathbf G)|^2e^{i(\mathbf k'+\mathbf G')\cdot\mathbf t}\Big|=0.288$$

for the spatial operation. If instead the coefficients are stored at $R\mathbf G$ rather than $R\mathbf G+\mathbf G_0$, and those falling outside the target basis are dropped without renormalizing the vector, the overlap is $0.352$. In the time-reversed case, omitting the conjugation gives $\big|\sum_{\mathbf G}c_{\mathbf k}(\mathbf G)^2\big|=0.477$. None of these vectors is the required eigenstate.

## Which phases are physical

The translation phase splits into two factors:

$$e^{-i(\mathbf k'+\mathbf G')\cdot\mathbf t}=e^{-i\mathbf k'\cdot\mathbf t}\,e^{-i\mathbf G'\cdot\mathbf t}.$$

The second changes the relative phases of the plane waves. It turns the periodic part $u(\mathbf r)=\sum_{\mathbf G'}c(\mathbf G')e^{i\mathbf G'\cdot\mathbf r}$ into $u(\mathbf r-\mathbf t)$ and so displaces the density rigidly by $\mathbf t$ relative to the atoms. The first is common to the whole state and drops out of its density. Adding a lattice vector $\mathbf L$ to $\mathbf t$ likewise gives the common factor $e^{-i\mathbf k'\cdot\mathbf L}$, because $e^{-i\mathbf G'\cdot\mathbf L}=1$.

The common factor matters when an operation returns a state to its own $\mathbf k$ and its symmetry eigenvalue is wanted. Take $\kappa=(0,0,\tfrac13)$, which the screw leaves unchanged. Three applications give the translation

$$(W^2+W+1)w=\begin{pmatrix}0&0&0\\0&0&0\\0&0&3\end{pmatrix}w=(0,0,1),$$

which is one cell along $\mathbf a_3$, while $W^3=1$. Thus $O^3\psi_{\mathbf k}(\mathbf r)=\psi_{\mathbf k}(\mathbf r-\mathbf a_3)=e^{-2\pi i\kappa_3}\psi_{\mathbf k}(\mathbf r)$. An eigenvalue $\lambda$ of $O$ obeys

$$\lambda^3=e^{-2\pi i\kappa_3}=e^{-i120^\circ},$$

so its phase is $-40^\circ$, $80^\circ$ or $-160^\circ$. The overlaps of the three lowest states with their own images have these phases, in this order of energy. The factor $e^{-i\mathbf k'\cdot\mathbf t}$ contributes $-360^\circ/9=-40^\circ$. Without it the phases would be $0^\circ$, $120^\circ$ and $-120^\circ$, whose cubes are 1, and the Bloch phase of the cell translation would be lost.

## Degenerate levels

A nondegenerate mapped state agrees with a directly computed one up to a phase. In a degenerate level the diagonalization may return any orthonormal basis, so the two sets are related by a unitary matrix:

$$c^{\rm map}_m=\sum_n c^{\rm dir}_n\,U_{nm},\qquad U_{nm}=\langle c_n^{\rm dir}|c_m^{\rm map}\rangle .$$

Individual overlaps can then be small although the mapping is correct. The quantity to compare is the subspace, for instance through its projector.

The same freedom appears when two operations carry $\mathbf k$ to the same $\mathbf k'$. Their images can differ by a phase or a unitary mixing. If matrix elements between mesh points are to be combined, one image must be chosen for each point and kept throughout.

## Rebuilding the density

Consider the lowest band on a $4\times4\times3$ mesh that contains $\kappa=0$. In each plane of constant $\kappa_3$, the threefold rotation fixes $(0,0)$ and groups the other 15 points into five triples. That gives 6 representatives per plane and 18 for the 48 points.

Time reversal joins the planes $\kappa_3=\tfrac13$ and $\tfrac23$, which together need 6. In the plane $\kappa_3=0$, the triple $(\tfrac12,0),(0,\tfrac12),(\tfrac12,\tfrac12)$ is its own negative and the other four triples pair up. With the point $(0,0)$ this makes $1+1+2=4$, for a total of 10.

The smallest separation of the two lowest bands on this mesh is $0.038$ hartree ($0.022$ at $E_{\rm cut}=10$ hartree), so the lowest-band density is well defined at each point. Under a spatial operation the density of a state moves with the state:

$$|\psi_{\mathbf k'}(\mathbf r)|^2=|\psi_{\mathbf k}(R^{-1}(\mathbf r-\mathbf t))|^2 .$$

Conjugation does not alter it further. Summing the densities of the mapped states therefore gives the full-mesh density. Multiplying each representative's density by the number of its equivalent points gives the right total charge but, in general, the wrong distribution, because the rotated copies are missing.

With the density scaled to a cell average of 1 and sampled on a $5\times5\times5$ grid, the full-mesh values run from $0.004$ to $18.1$. The error of the weighted sum depends on which point of each equivalent set serves as representative. Taking the first point of each set in order of increasing $(\kappa_1,\kappa_2,\kappa_3)$, with components in $[0,1)$, the weighted sum over the 10 representatives deviates from the full-mesh values by up to $1.3$, more than the average density itself. This choice is an unfavourable one: over the $3^8=6561$ distinct choices the largest deviation on this grid ranges from $0.06$ to $2.1$, and 93% of them give less than $1.3$. The numbers also depend on the cutoff: at $E_{\rm cut}=10$ hartree the largest sampled density is $26.7$ and the same choice deviates by up to $0.63$.

## Where the formula needs changing

The spatial part requires that $H$ commute with $O$. The time-reversal part also requires that $H$ be real. A magnetic field acting on the orbital motion introduces terms linear in $i\nabla$, which change sign under conjugation, so $\psi^*$ is then not in general an eigenstate of the same Hamiltonian.

With spin-orbit coupling the wave function is a spinor. The spatial operation must then also rotate the spin, and time reversal must act on the spin components as well as conjugate them. The relabelling of plane waves and the translation phase keep their form, but the scalar formula alone is no longer sufficient.
